# When Self-Interaction Error Delocalizes a Localized Hole on Two Sites

## Problem

One hole can occupy two equivalent sites of an oxide. Its state has amplitudes $c_1,c_2$ and occupations $n_i=|c_i|^2$, with $n_1+n_2=1$. The hopping energy is $t>0$. An antisymmetric lattice distortion $q$, with stiffness $K$ and coupling $g$, lowers the energy of one site and raises that of the other. The lattice is classical and static. With $m=n_1-n_2$, the energy without any functional error is

$$
E_0=-2t\,c_1c_2-gqm+\tfrac12Kq^2
$$

for real amplitudes. The hole is called localized if the lowest energy occurs at $m\neq0$, and delocalized if it occurs at $m=0$.

An approximate density functional adds an error $\delta(n_i)$ on each site. It vanishes at $n_i=0$ and $n_i=1$ and has constant curvature between them.

1. Which sign of the curvature can delocalize a localized hole, and at what threshold?
2. How do the occupation, the distortion and the barrier between the two localized states behave as the threshold is approached?
3. What changes if the sites are slightly inequivalent, or if part of the exchange is replaced by Fock exchange?

Use $t=0.2$ eV, $K=30$ eV/Å$^2$ and $g=6$ eV/Å. These are round model parameters and describe no particular material. The algebra is in atomic units; the numbers are in eV and Å.

## A tempting solution

Suppose one has heard that self-interaction error is concave and that it delocalizes charge. A concave function that vanishes at both integers is

$$
\delta(n)=+\frac C2\,n(1-n),\qquad C>0 .
$$

Since $1-n_1=n_2$ and $1-n_2=n_1$, the two sites together give $Cn_1n_2=(C/4)(1-m^2)$. Minimizing over the lattice gives $q=gm/K$ and a lattice contribution $-E_Rm^2$, with $E_R=g^2/(2K)$. Hence

$$
E(m)=-t\sqrt{1-m^2}-E_Rm^2+\frac C4(1-m^2).
$$

For small $m$, $-t\sqrt{1-m^2}\simeq-t+tm^2/2$, so the coefficient of $m^2$ is

$$
\frac t2-E_R-\frac C4 .
$$

It vanishes at $C=2t-4E_R$. With $E_R=36/60=0.6$ eV this is $0.4-2.4=-2.0$ eV. The minus sign is put down to a convention, and the answer reads: a concave error of strength 2.0 eV delocalizes the hole.

## Where it goes wrong

The algebra is right up to the last sentence. The minus sign is not a convention. It says that no positive $C$ reaches the threshold, in contradiction to the assumption $C>0$.

The energies show the same thing. The term $Cn_1n_2$ is zero when the hole sits on one site and equals $C/4$ when it is shared equally. A concave error of 2.0 eV therefore raises the shared state by 0.5 eV. It penalizes sharing and makes the hole more localized.

To favour sharing, the error must be negative at fractional occupation. A function of constant curvature that lies below the straight line joining its end points is convex. The words "below the line" and "concave" are easily confused, but they describe opposite cases here.

The physical origin of the error points the same way. A charge $n$ in a fixed orbital has a spurious Hartree self-repulsion proportional to $n^2$, which is convex. Dividing the charge between two sites reduces it. Local approximate exchange adds a negative term of the opposite curvature; a calculation below shows that sharing is still favoured for one real functional.

There is a second gap. The sign of the $m^2$ coefficient tells whether $m=0$ is locally stable. It does not by itself exclude a lower minimum at large $m$. The solution below covers the whole range of $m$.

## Solution: the threshold

**The error.** Any site energy can be written as a straight line between its integer values plus a deviation $\delta(n)$. The linear parts have the same slope on equivalent sites, so they add up to a constant because $n_1+n_2=1$. Only $\delta$ matters. With constant curvature $U$ and zeros at $n=0$ and $n=1$,

$$
\delta(n)=-\frac U2\,n(1-n),\qquad \delta''(n)=U .
$$

Positive $U$ means a convex error. The sum over sites is

$$
\delta(n_1)+\delta(n_2)=-Un_1n_2=-\frac U4(1-m^2),
$$

where $n_1=(1+m)/2$ and $n_2=(1-m)/2$ were used. If the functional also contains a spurious repulsion $Vn_1n_2$ between the two parts of the same hole, the sum becomes $-(U-V)n_1n_2$. The relevant curvature is then $U-V$.

Describing the hole rather than the electrons does not alter the sign. The electron number on a site is a constant minus $n$, and a second derivative is unchanged by this reflection.

**The amplitudes.** For given occupations the hopping energy is lowest when both amplitudes have the same phase. Then $2c_1c_2=2\sqrt{n_1n_2}=\sqrt{1-m^2}\equiv s$, with $0\le s\le1$. The value $s=0$ is a hole on one site, and $s=1$ is a hole shared equally.

**The lattice.** Setting $\partial E/\partial q=Kq-gm=0$ gives $q=gm/K$. Inserting this,

$$
-gqm+\frac12Kq^2=-\frac{g^2m^2}{K}+\frac{g^2m^2}{2K}=-E_Rm^2,
\qquad E_R=\frac{g^2}{2K}.
$$

Thus $E_R$ is the energy that the lattice gains by relaxing around a hole held entirely on one site.

**The minimum.** With $m^2=1-s^2$ the total energy is

$$
E(s)=-ts-E_R(1-s^2)-\frac U4s^2=-E_R-ts+As^2,
\qquad A=E_R-\frac U4 .
$$

Its derivative is $-t+2As$. There are three cases on $0\le s\le1$:

- If $2A>t$, the derivative vanishes at $s=t/(2A)<1$. Since $A>0$, the parabola opens upwards and this is the global minimum.
- If $0<2A\le t$, the derivative is negative for $s<1$, so the minimum is at $s=1$.
- If $A\le0$, the derivative is at most $-t$, so the minimum is again at $s=1$.

The hole is therefore localized if and only if $2A>t$. In terms of $U$ this is $U<U_c$, with

$$
\boxed{U_c=4E_R-2t}
$$

and in the localized phase

$$
|m|=\sqrt{1-\frac{t^2}{4A^2}} .
$$

Delocalization is artificial when the error-free hole is localized, $2E_R>t$, but the functional has $U\ge U_c$. Under this condition $U_c$ is positive, so the error must be convex.

**How the order disappears.** From the definitions, $2A=t+(U_c-U)/2$. Put $x=(U_c-U)/(2t)$, so that $2A=t(1+x)$. Then $m^2=1-(1+x)^{-2}\simeq2x$ for small positive $x$, which gives

$$
|m|\simeq\sqrt{\frac{U_c-U}{t}} .
$$

The occupation difference goes to zero continuously, but with a steep slope at the threshold.

**The same result from self-consistency.** An electronic-structure calculation usually diagonalizes an effective Hamiltonian repeatedly. Its site energies are the derivatives of the energy with respect to the occupations. Here $\delta'(n)=U(n-\tfrac12)$, which is $\pm Um/2$ on the two sites. The lattice contributes $\mp gq=\mp2E_Rm$. The diagonal elements are therefore $\mp2Am$, and the off-diagonal element is $-t$.

Let $D=2Am$. The lower eigenvalue is $\lambda=-\sqrt{D^2+t^2}$. Its derivative with respect to $D$ at fixed $t$ is the expectation value of the derivative of the Hamiltonian, which is $-m$. Hence

$$
m=\frac{2Am}{\sqrt{t^2+4A^2m^2}} .
$$

One solution is $m=0$. A nonzero solution needs $A>0$ and $t^2+4A^2m^2=4A^2$, which is the previous result. The equation also shows the mechanism. A small imbalance $m$ produces a site splitting that returns an imbalance $(2A/t)m$. The imbalance grows if $2A>t$. The convex error weakens this feedback because it raises the level of the site with more hole. This feedback assumes that $q$ is reset to $gm/K$ at every step. In that case the returned imbalance has the opposite sign beyond $U=4E_R$, and for $2A<-t$ it is also larger than the one put in. Repeated diagonalization then needs damping to reach the shared state, although that state is the minimum. With the lattice held at $q=0$, as in a usual self-consistency loop at fixed nuclei, the returned imbalance is $-(U/2t)m$, and damping is needed already for $U>2t$.

## The barrier between the localized states

For $U<U_c$ there are two equivalent minima, at $\pm q^*$. Inserting $s=t/(2A)$ gives $E_{\min}=-E_R-t^2/(4A)$. At $q=0$ and $m=0$ the energy is $-E_R-t+A$. The difference is

$$
W=A-t+\frac{t^2}{4A}=\frac{(2A-t)^2}{4A}.
$$

Near the threshold $2A-t=(U_c-U)/2$ and $4A\simeq2t$, so $W\simeq(U_c-U)^2/(8t)$. The barrier vanishes quadratically, while $|m|$ and $|q^*|=g|m|/K$ vanish as a square root.

It remains to show that $q=0$ is the top of the path when the electron follows the lattice. Take $U\ge0$. At fixed $q$ the second derivative of the energy with respect to $m$ is $t(1-m^2)^{-3/2}+U/2>0$, so there is one minimum $m(q)$. It obeys

$$
\frac{tm}{\sqrt{1-m^2}}+\frac{Um}{2}=gq .
$$

For $m>0$ the left side is a convex, increasing function of $m$, so $m(q)$ is concave for $q>0$. Because the electron is already relaxed, the slope along the path is $Kq-gm(q)$. Near $q=0$ this is $[K-g^2/(t+U/2)]q$. The bracket is negative when $2E_R>t+U/2$, which is the condition $U<U_c$. By concavity, $gm(q)$ stays above $Kq$ until the two meet at $q^*$. The energy thus falls from $q=0$ to $q^*$, and by symmetry also towards $-q^*$. The barrier is at $q=0$.

## Numbers on both sides of the threshold

With $E_R=0.6$ eV and $t=0.2$ eV,

$$
U_c=4(0.6)-2(0.2)=2.0\ \text{eV},
$$

or 0.0735 hartree. For $U=1.8$ eV the steps are $A=0.6-0.45=0.15$ eV, $s=0.2/0.3=0.667$, $|m|=\sqrt{1-0.444}=0.745$ and $|q|=(6/30)(0.745)=0.149$ Å. The barrier is $W=(0.3-0.2)^2/0.6=0.0167$ eV. Other values are:

| $U$ (eV) | larger $n$ | $\lvert q\rvert$ (Å) | $W$ (eV) |
|---|---|---|---|
| 0 | 0.993 | 0.197 | 0.417 |
| 1.00 | 0.979 | 0.192 | 0.179 |
| 1.80 | 0.873 | 0.149 | 0.017 |
| 1.95 | 0.729 | 0.092 | 0.001 |
| 2.05 | 0.500 | 0 | 0 |

At $U=1$ eV the occupation and the distortion have hardly changed from their error-free values, yet the barrier has fallen by more than half. A convincing localized density is therefore no evidence that the barrier is right. The reason is visible in the formulas: for $2A\gg t$, $1-|m|$ is of order $t^2/(8A^2)$, while $W\simeq A-t$ follows $A$ directly.

These minima were tested by a global search over amplitudes and distortion, and by repeated diagonalization. The threshold was tested separately from the numerical stability of the shared state. The numerical output follows the text.

## What a concave error does

The formula for $U_c$ also covers $t>2E_R$, where the true hole is delocalized. Then $U_c<0$, and a sufficiently concave error, $U<U_c$, localizes the hole artificially.

Take $t=1.4$ eV with the same lattice. Then $U_c=2.4-2.8=-0.4$ eV. Without error $m=0$. For $U=-0.8$ eV, $A=0.6+0.2=0.8$ eV and $s=1.4/1.6=0.875$, so $|m|=0.484$. This is the reverse of the effect asked about. If the hole is already localized without the error, a concave error increases $A$ and so strengthens the localization and raises the barrier. The formula for $W$ gives the barrier with the electron relaxed only for $U>-2t$. For $U<-2t$ the lowest state at $q=0$ has $s=2t/|U|<1$ and energy $-t^2/|U|$, so that barrier is $E_R+t^2/(4A)-t^2/|U|$, which stays below $E_R$.

## Slightly inequivalent sites

In an amorphous oxide two neighbouring sites are in general not equivalent. Let their energies differ by $d>0$, which adds $-dm/2$. After the lattice is eliminated, the stationary condition is

$$
\frac{tm}{\sqrt{1-m^2}}-2Am-\frac d2=0 .
$$

At $m=0$ the left side is $-d/2$, so an equally shared hole is no longer stationary. The sharp threshold becomes a crossover.

At $U=U_c$ one has $2A=t$. Using $(1-m^2)^{-1/2}-1\simeq m^2/2$, the condition becomes $tm^3/2\simeq d/2$, so

$$
m\simeq\left(\frac dt\right)^{1/3}.
$$

For $d=0.001$ eV this gives 0.171, and the full minimization gives 0.170. A difference of only 1 meV thus produces a visible imbalance at the threshold. For $d=0.05$ eV the estimate is 0.63 and the full result 0.57, because $m$ is no longer small.

Well above the threshold $m$ is small again, and the condition becomes linear: $(t-2A)m=d/2$. Since $t-2A=(U-U_c)/2$, this gives $m\simeq d/(U-U_c)$. For $U=3$ eV and $d=0.05$ eV the result is 0.05, as the minimization confirms. The hole is then almost evenly shared in spite of the inequivalence.

## Sign and size for a real functional

The sign of $U$ can be examined with one electron shared by two protons 6 Å apart. The orbital is a combination of frozen hydrogen 1s orbitals, and the functional is local spin-density exchange without correlation. For one electron the exact interaction energy is zero, so the Hartree energy plus the approximate exchange energy is the whole error.

If a density is multiplied by $n$, its Hartree energy scales as $n^2$ and its local exchange energy as $n^{4/3}$. Neglecting the small overlap of the two orbitals, the error is

$$
\Delta=\frac J2(n_1^2+n_2^2)+Vn_1n_2-X(n_1^{4/3}+n_2^{4/3}),
$$

with $J=17.01$ eV, $V=2.40$ eV and $X=7.29$ eV. The direct evaluation of the functional gives 1.21 eV for the electron on one site, $-0.35$ eV for $n_1=0.75$ and $-0.94$ eV for equal sharing. The site formula agrees within about 0.001 eV. Sharing is spuriously favoured by 2.15 eV.

In the quadratic model this difference equals $U/4$, where $U$ now includes the reduction by $V$. It gives $U=8.6$ eV. The point $n_1=0.75$ gives 8.3 eV instead, so the curvature is not constant. The on-site part has curvature $J-\tfrac49Xn^{-2/3}$, which is even negative for $n$ below about 0.08. These values belong to a free, unscreened hydrogen orbital and should not be carried over to an oxide.

For a general $\delta$, the second derivative of the energy at $m=0$ is $t-2E_R+\tfrac12\delta''(\tfrac12)$. The shared state is locally stable when $\delta''(\tfrac12)>4E_R-2t$; with an intersite term, $\delta''(\tfrac12)$ is replaced by $\delta''(\tfrac12)-V$. For the hydrogen pair this local curvature is $11.86-2.40=9.46$ eV, not the 8.6 eV obtained from the end points. Whether the shared state is also the lowest state must then be found by comparing energies over all $m$. The coefficient of $m^4$ is $t/8+\delta''''(\tfrac12)/192$. If $\delta''''(\tfrac12)<-24t$ it is negative, and $m$ then jumps at the threshold instead of growing as a square root.

## Mixing in Fock exchange

For one electron, Fock exchange equals minus the Hartree energy $E_H$. Replace a fraction $a$ of the approximate exchange $E_x$ by it. The error at fixed density becomes

$$
E_H-aE_H+(1-a)E_x=(1-a)(E_H+E_x).
$$

For an error of constant curvature $U_0$, the curvature is reduced to $(1-a)U_0$. If $U_0>U_c>0$, localization returns when $(1-a)U_0<U_c$, that is, for

$$
a>a_c=1-\frac{U_c}{U_0}.
$$

For a chosen $U_0=3$ eV, $a_c=1-2/3=1/3$. This is not a recommended mixing fraction for oxides. The cancellation was shown for one electron and an exchange-only functional. The formula for $a_c$ also needs constant curvature, which local exchange does not have: its fourth derivative, $-\tfrac{40}{81}Xn^{-8/3}$, is negative. Scaling the hydrogen values to the threshold, $1-a=2/9.46$, gives $\delta''''(\tfrac12)\approx-4.83$ eV, just below $-24t=-4.8$ eV, so localization would then set in with a jump. In a solid the other electrons screen the hole and correlate with it, and the curvature must be determined for the system itself.

The threshold as a whole rests on two sites, linear coupling, a harmonic lattice and static nuclei. Quantum motion of the nuclei allows tunnelling between the two minima. Close enough to $U_c$, where the barrier vanishes, even the lowest vibrational level lies above it. There, a static minimum with $m\neq0$ does not by itself establish a long-lived localized hole.

## Values computed for the example and the checks

```
hopping t = 0.200 eV
stiffness K = 30.0 eV/angstrom^2
coupling g = 6.0 eV/angstrom
relaxation energy E_R = 0.6000 eV
threshold U_c, formula = 2.0000 eV
threshold U_c, numerical Hessian = 2.0000 eV
threshold U_c = 0.07350 hartree
global minima: U (eV), A (eV), |m|, larger n, |q| (angstrom), W (eV)
  0.00  0.6000  0.9860  0.9930  0.1972  0.41667
  1.00  0.3500  0.9583  0.9792  0.1917  0.17857
  1.80  0.1500  0.7454  0.8727  0.1491  0.01667
  1.95  0.1125  0.4581  0.7291  0.0916  0.00139
  2.05  0.0875  0.0000  0.5000  0.0000  0.00000
  2.20  0.0500  0.0000  0.5000  0.0000  0.00000
  3.00  -0.1500  0.0000  0.5000  0.0000  0.00000
concave case: t = 1.40 eV, U_c = -0.400 eV
concave case: |m| without error = 0.0000
concave case: |m| at U = -0.80 eV is 0.4841
static difference at U = U_c: d (eV), m, (d/t)^(1/3)
  0.0001  0.0792  0.0794
  0.0010  0.1698  0.1710
  0.0500  0.5716  0.6300
m at U = 3.00 eV and d = 0.05 eV: 0.0500
unmixed curvature U0 = 3.00 eV, critical a_c = 0.3333
1s self-repulsion J = 17.007 eV
1s local exchange energy, magnitude = 7.294 eV
intersite repulsion V at 6.0 angstrom = 2.400 eV
error of local exchange: n1, computed (eV), site formula (eV)
  1.00  1.210  1.210
  0.75  -0.354  -0.354
  0.50  -0.936  -0.937
effective U from n1 = 0.75: 8.340 eV
effective U from n1 = 0.50: 8.584 eV
```
